# Krein's and Lloyd's Formula and the Friedel Sum Rule on a Chain

An impurity potential of −1.5 eV on one site of a tight-binding chain with hopping 1 eV pulls one state per spin out of the band, down to −2.5 eV. With the Fermi energy at −1 eV this state is full. Yet the impurity attracts only 0.227 electrons per spin, not one. The missing 0.773 is taken from the band, and a single determinant accounts for it.

## 1. The determinant and its logarithm

Let $H=H_0+V$, with $H_0$ Hermitian and bounded and $V$ Hermitian and of finite rank. Electrons are independent, so any interaction enters through a given mean-field $V$. Atomic units are used in the algebra, and all state counts are per spin. Define

$$G_0(z)=(z-H_0)^{-1},\qquad G(z)=(z-H)^{-1},\qquad D(z)=\det[1-VG_0(z)].$$

The result to be shown is

$$\boxed{\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln D(E+i0)}$$

where $\Delta N(E)$ is the change in the number of states below $E$. The energy must not coincide with an eigenvalue or a band edge, where $\Delta N$ can jump.

**Size of the determinant.** Let $P$ project on the space where $V$ acts, so that $V=PVP$, and let $Q=1-P$. In these blocks

$$1-VG_0=\begin{pmatrix}1-V\,PG_0P & -V\,PG_0Q\\ 0&1\end{pmatrix},$$

so $D$ is the determinant of the upper left block, a small matrix even when the host is infinite.

**Branch of the logarithm.** Since $z-H=(z-H_0)-V$,

$$1-VG_0=(z-H)G_0 .\tag{1}$$

For $\mathrm{Im}\,z>0$ the right side has the inverse $(z-H_0)G$, so $D$ has no zero there. Far from the spectrum $G_0\to0$ and $D\to1$. The upper half-plane has no holes, so there is one analytic $\ln D$ on it that vanishes at infinity. This is the logarithm in the formula. It can differ from the principal value by a multiple of $2\pi i$.

**Derivative.** Use $dG_0/dz=-G_0^2$ and $d\ln\det A=\mathrm{Tr}(A^{-1}dA)$:

$$\frac{d\ln D}{dz}=\mathrm{Tr}\left[(1-VG_0)^{-1}VG_0^2\right]=\mathrm{Tr}\left[G_0(1-VG_0)^{-1}VG_0\right].$$

The cyclic move is allowed because $V$ has finite rank. Inverting (1) gives $G=G_0(1-VG_0)^{-1}$. Also $G-G_0=G[(z-H_0)-(z-H)]G_0=GVG_0$. Therefore

$$\frac{d\ln D}{dz}=\mathrm{Tr}\,[G(z)-G_0(z)].\tag{2}$$

If $V$ depends on $z$, as an embedding potential does, the same differentiation adds $-\mathrm{Tr}(G\,dV/dz)$ to the right side, and the phase of $D$ no longer measures $\mathrm{Tr}(G-G_0)$ alone.

## 2. Counting in a finite system

With eigenvalues $e_n$ of $H$ and $e_n^0$ of $H_0$, equation (1) gives

$$D(z)=\prod_n\frac{z-e_n}{z-e_n^0}.$$

In the upper half-plane each factor $z-e$ has an argument between 0 and $\pi$, and these arguments cancel between numerator and denominator at infinity. At $z=E+i0$ the argument is $\pi$ if $e>E$ and 0 if $e<E$. Hence

$$\mathrm{Im}\ln D(E+i0)=\pi\left[\#(e_n>E)-\#(e_n^0>E)\right]=-\pi\left[\#(e_n<E)-\#(e_n^0<E)\right],$$

because both matrices have the same number of levels. This proves the formula for finite systems and fixes its sign.

## 3. Krein's formula for an infinite system

In a continuous spectrum levels cannot be counted one by one. The change of a smooth spectral sum is still defined. Let $f$ be real on the real axis and analytic near an interval containing both spectra; a Fermi function at nonzero temperature qualifies. Cauchy's formula on a counterclockwise contour around this interval, followed by (2), gives

$$\mathrm{Tr}[f(H)-f(H_0)]=\oint\frac{dz}{2\pi i}\,f(z)\,\frac{d\ln D}{dz}=-\oint\frac{dz}{2\pi i}\,f'(z)\ln D(z).$$

The integration by parts leaves no boundary term: outside the interval $D$ has neither zeros nor singularities and tends to 1, so $\ln D$ returns to its value after one turn.

Now flatten the contour onto the real axis. Its lower side runs to the right and its upper side to the left. Since $D(z^*)=D(z)^*$,

$$\ln D(E-i0)-\ln D(E+i0)=-2i\,\mathrm{Im}\ln D(E+i0),$$

and therefore

$$\mathrm{Tr}[f(H)-f(H_0)]=\frac1\pi\int f'(E)\,\mathrm{Im}\ln D(E+i0)\,dE=-\int f'(E)\,\Delta N(E)\,dE.\tag{3}$$

The flattening is safe for two reasons.

- The phase is bounded. Build $V$ from its eigenvectors $\phi$ one at a time. Each adds a factor $1-w\langle\phi|G_{\rm prev}|\phi\rangle$ to $D$, where $w$ is the eigenvalue and $G_{\rm prev}$ the resolvent before this addition. As $\mathrm{Im}\langle\phi|G_{\rm prev}|\phi\rangle<0$ in the upper half-plane, the imaginary part of the factor keeps one sign, and its phase stays within $(0,\pi)$ or $(-\pi,0)$.
- At height $\eta$ above the axis, $|\ln|D||$ grows no faster than $|\ln\eta|$, because $1-VG_0$ and its inverse $1+VG$ are bounded by $1+\|V\|/\eta$. It multiplies $\mathrm{Im}f'$, which is of order $\eta$, so its contribution vanishes.

Equation (3) defines $\Delta N$ for an infinite system. For a Fermi function, $-f'$ narrows to a delta function as the temperature falls, and the trace tends to $\Delta N(E_F)$ wherever $\Delta N$ is continuous. The infinite size is taken first and zero temperature second. Krein's spectral shift function, in its usual sign convention, is $-\Delta N$.

## 4. Lloyd's form for several centres

Let $V$ be a sum of blocks $v_i$ on separate centres. Split $G_0=G_d+G_o$ into the parts within and between centres. Then

$$1-vG_d-vG_o=(1-vG_d)\left[1-(1-vG_d)^{-1}v\,G_o\right].$$

With the single-centre scattering matrix $t_i=(1-v_iG_{0,ii})^{-1}v_i$, the determinant factorizes and

$$\Delta N=-\frac1\pi\sum_i\mathrm{Im}\ln\det(1-v_iG_{0,ii})-\frac1\pi\,\mathrm{Im}\ln\det(1-tG_o).\tag{4}$$

The first term adds isolated centres, and the second contains the scattering between them. No factor vanishes in the upper half-plane, so each logarithm is continued from zero at infinity separately.

## 5. The chain

Take $H_0=-t\sum_n(|n\rangle\langle n+1|+|n+1\rangle\langle n|)$ with $t>0$; from here on, $t$ without an index is the hopping. Wave numbers are in units of the inverse site spacing. The equation $(z-H_0)G_0=1$ reads

$$zG_{0,n0}+t\,(G_{0,n+1,0}+G_{0,n-1,0})=\delta_{n0}.$$

Try $G_{0,n0}=g\lambda^{|n|}$ with $|\lambda|<1$. Sites $n\neq0$ require $z=-t(\lambda+1/\lambda)$. Site 0 requires $g(z+2t\lambda)=1$, so $g=1/[t(\lambda-1/\lambda)]$. With $\lambda=e^{ik}$,

$$z=-2t\cos k,\qquad g=\frac{1}{2it\sin k}=-\frac iv,\qquad v=2t\sin k.$$

A small positive imaginary part $\eta$ of the energy changes $k$ by $i\eta/v$. Decay requires $\mathrm{Im}\,k>0$, hence $v>0$ and $0<k<\pi$. Outside the band $\lambda$ is real, and $g=\mp1/\sqrt{E^2-4t^2}$, with the upper sign below the band and the lower sign above it.

For one impurity, $V=U|0\rangle\langle0|$ and $D=1-Ug$. Inside the band

$$D=1+\frac{iU}{v},\qquad \Delta N(E)=\frac{\delta(E)}\pi,\qquad \delta=-\arctan\frac Uv.\tag{5}$$

The branch follows from section 3: for rank one the phase never leaves $(0,\pi)$ or $(-\pi,0)$, so here the principal value is the continuous one.

**The angle is the scattering phase.** Insert the even wave $\psi_n=\cos(k|n|+\delta)$ into the equation at site 0:

$$-2t\cos k\cos\delta=-2t\cos(k+\delta)+U\cos\delta .$$

Expanding $\cos(k+\delta)$ leaves $0=2t\sin k\sin\delta+U\cos\delta$, or $\tan\delta=-U/v$, as in (5). The odd wave $\sin kn$ vanishes at the impurity and is not shifted. Equation (5) is therefore the Friedel sum rule: the displaced charge per spin is the sum of the phase shifts at $E_F$ divided by $\pi$.

For the example, $\cos k_F=-E_F/2t=0.5$, so $k_F=1.0472$ and $v_F=2\sin k_F=1.732$ eV. Then

$$\delta=\arctan\frac{1.5}{1.732}=0.7137,\qquad \Delta N=\frac{0.7137}{\pi}=0.2272,$$

or 0.454 electrons with both spins.

## 6. Where the missing charge comes from

For $U<0$, $D$ vanishes below the band where $\sqrt{E^2-4t^2}=|U|$. The split-off level is

$$E_b=-\sqrt{4t^2+U^2}=-\sqrt{4+2.25}\ \text{eV}=-2.5\ \text{eV}\quad(-0.0919\ \text{hartree}).$$

Between $E_b$ and the band, $D<0$ with phase $-\pi$, so $\Delta N=1$. Just inside the band $v\to0$, and (5) gives $\Delta N\to\tfrac12$. The lower edge thus loses half a state. At the upper edge $\Delta N$ drops from $\tfrac12$ to 0, a second loss of one half. Inside the band, $v^2=4t^2-E^2$ gives $dv/dE=-E/v$, and

$$\frac{d\Delta N}{dE}=-\frac1\pi\,\frac{1}{1+U^2/v^2}\left(-\frac{U}{v^2}\right)\left(-\frac Ev\right)=-\frac{UE}{\pi v(v^2+U^2)}.$$

This is odd in $E$ and integrates to zero over the band. The total change, $1-\tfrac12-\tfrac12+0$, is zero, as it must be when no site is added. Up to $E_F$ the band part is −0.2728, so

$$\Delta N(E_F)=1-0.5-0.2728=0.2272 .$$

For $U>0$ the level splits off above the band, and both edges again lose one half. Integrating only the smooth $d\Delta N/dE$ inside the band, without the weight at the lower edge, gives an error of half a state at $E_F$. A broadened density of states spreads this weight around the edge, so its integral must start many broadening widths below the lowest level: below the edge for $U>0$, and below the split-off level for $U<0$. With Lorentzian broadening the weight left out falls only as the inverse of that distance.

For weak $U$ at fixed energy inside the band, $\Delta N\approx-U/(\pi v)$, which is $-U$ times the clean local density of states. This fails near the edges, where $v$ is no longer large compared with $|U|$.

**How integers become a fraction.** On a ring of $N$ sites, $N$ even, an even state must also be symmetric about the site opposite the impurity. This requires $kN/2+\delta=\pi m$, or

$$k=\frac{2\pi}N\left(m-\frac\delta\pi\right).$$

For $U<0$ the lowest even level, $m=0$, leaves the band and becomes the split-off state. Each of the remaining even levels moves down by the fraction $\delta/\pi$ of the level spacing in $k$. At a given energy the count changes by 0 or 1 when $0<\delta<\pi/2$. Averaged over the wave number $k$ of that energy between two clean levels, the change is $\delta/\pi$. An average over the energy itself agrees with this only away from the band edges, where $E$ is nearly linear in $k$ across one spacing. On a ring of 600 sites, the even level at −1.004 eV is shifted by 0.2274 of a spacing.

## 7. The charge in real space

At zero temperature, the change of occupation of site $n$ is the integral of $(G-G_0)_{nn}/2\pi i$ around the occupied states. Let the contour cross the real axis upwards at $E_F$ and close at infinity on the left, where the integrand falls at least as $1/z^2$. The vertical line remains. Its lower half is the complex conjugate of its upper half, so

$$\Delta n_n=\frac1\pi\int_0^\infty\mathrm{Re}\,(G-G_0)_{nn}(E_F+iy)\,dy,\qquad (G-G_0)_{nn}=\frac{Ug^2}{1-Ug}\,\lambda^{2|n|}.$$

The sum over a window is a geometric series:

$$\sum_{|n|\le M}\lambda^{2|n|}=\frac{1+\lambda^2}{1-\lambda^2}-\frac{2\lambda^{2M+2}}{1-\lambda^2}.$$

The first term is the full sum at complex energy, so by (2) it contributes $d\ln D/dz$. On the vertical line $d\ln D/dz=-i\,d\ln D/dy$, whose real part is $d(\mathrm{Im}\ln D)/dy$. Its integral is

$$\frac1\pi\left[0-\mathrm{Im}\ln D(E_F+i0)\right]=\Delta N(E_F).$$

The second term is the remainder. For large $M$ only small $y$ matters, where $\lambda\approx e^{ik_F-y/v_F}$ and $\int_0^\infty e^{-2(M+1)y/v_F}dy=v_F/[2(M+1)]$. From $U/v_F=-\tan\delta$,

$$\frac{Ug^2}{1-Ug}=-\frac1{v_F}\,\frac{U/v_F}{1+iU/v_F}=\frac{\sin\delta\,e^{i\delta}}{v_F}.$$

With $1-e^{2ik_F}=-2i\sin k_F\,e^{ik_F}$, the remainder is, to leading order in $1/M$,

$$R_M\approx\frac{\sin\delta\,\sin[(2M+1)k_F+\delta]}{2\pi(M+1)\sin k_F}.$$

The same small-$y$ integral for one site gives the Friedel oscillation

$$\Delta n_n\approx\frac{\sin\delta\,\cos(2k_F|n|+\delta)}{2\pi|n|}.$$

With a site spacing of 2.5 angstrom its wavelength is $\pi\times2.5/1.0472=7.5$ angstrom, or three sites.

| Window | Charge per spin |
|---|---|
| $n=0$ | 0.3637 |
| $\lvert n\rvert\le1$ | 0.1962 |
| $\lvert n\rvert\le20$ | 0.2251 |
| $\lvert n\rvert\le100$ | 0.2264 |

These charges come from direct inversion of an embedded segment, without the determinant or the phase shift. The last differs from 0.2272 by −0.0008, which is the predicted $R_{100}$. Averaging three successive windows covers one period of $R_M$ and gives 0.2272.

The tail falls as $1/|n|$, so the sum of $|\Delta n_n|$ diverges and the site sum converges conditionally. A trace-class operator has an absolutely summable diagonal. The difference of the sharp Fermi projectors is therefore not trace class, which is why (3) needs a smooth $f$.

## 8. Scattering matrix of any cluster on the chain

Let $V$ occupy a finite set of sites, and let $T=V(1-G_0^+V)^{-1}$, where $G_0^\pm=G_0(E\pm i0)$. A wave $\phi$ incident on the cluster becomes $\psi=\phi+G_0^+T\phi$. Collect $e^{ikn}$ and $e^{-ikn}$ on the cluster sites as the two columns of $\Phi$. Outside the cluster $G^+_{0,nm}=-(i/v)e^{ik|n-m|}$, so the outgoing amplitudes form

$$S=1-\frac iv\,\Phi^\dagger T\Phi .$$

Its diagonal holds the transmission amplitudes, its off-diagonal the reflection amplitudes. On the cluster

$$(\Phi\Phi^\dagger)_{nm}=2\cos k(n-m),\qquad G_0^+-G_0^-=-\frac iv\,\Phi\Phi^\dagger .$$

Using $\det(1+AB)=\det(1+BA)$,

$$\det S=\det[1+(G_0^+-G_0^-)T]=\det[(1-G_0^-V)(1-G_0^+V)^{-1}]=\frac{D(E-i0)}{D(E+i0)}=e^{2\pi i\Delta N(E)}.$$

If the eigenvalues of $S$ are $e^{2i\delta_c}$, then $\Delta N=\sum_c\delta_c/\pi$ up to an integer. $S$ at one energy cannot supply that integer; the continuous $\ln D$ does.

For the single impurity the eigenvalues are $e^{2i\delta}$ and 1. The transmission amplitude is their mean, $e^{i\delta}\cos\delta$, so the transmission probability is $\cos^2(\pi\Delta N)$. In the example it is $1/(1+2.25/3)=0.571$.

**Neutrality.** An impurity with excess valence $Z$ is screened when $2\Delta N(E_F)=Z$, so $U=-v_F\tan(\pi Z/2)$. For $Z=0.5$ this is −1.732 eV, and direct inversion with that potential returns 0.500 electrons. Since $|\delta|<\pi/2$ for finite $U$, a one-site potential with $E_F$ inside the band can screen only $|Z|<1$. In this chain, with one orbital per site, a larger charge needs a potential that extends over more sites; several orbitals on one site would also supply further phase shifts.

## 9. Two impurities and the branch in practice

Place a second, equal impurity $R=3$ sites away (7.5 angstrom). The determinant is

$$D=(1-Ug)^2-(Ug)^2e^{2ikR}.$$

At $E_F$, $2k_FR=2\pi$, so $D=1-2Ug=1+2iU/v_F=1-1.732\,i$. Its phase is $-\pi/3$ up to multiples of $2\pi$, and continuation from infinity confirms $\Delta N=0.3333$. Two isolated impurities would give 0.4544. The multiple-scattering term in (4) is therefore −0.1210, and the charges of the two impurities do not simply add. At real energies in the band $|e^{2ikR}|=1$, so this term oscillates with distance without decaying. That holds for the total count at a sharp energy in one dimension. For large $R$ the term is spread over the sites between the impurities, with a share of order $1/R$ on each. At nonzero temperature the average over energy in (3) damps it once $R$ exceeds about $v_F/(2\pi kT)$ sites, and the two charges then add.

The pair has two bound levels, at −2.597 and −2.354 eV. At −2.1 eV, below the band but above both levels, $\Delta N=2$. There $D$ is positive, so its principal logarithm gives 0.

A reliable evaluation follows the phase along $z=E+iy$:

1. Start at $y$ so large that $D$ is close to 1 and its phase close to 0.
2. Lower $y$ on a logarithmic grid, fine enough that the phase changes by less than $\pi$ per step, and add the changes.
3. Stop when $y$ is far below the distance from $E$ to the nearest eigenvalue or band edge and, inside a band, also far below the energy scale on which $\Delta N$ varies near $E$, which is small at a narrow resonance. Divide the accumulated phase by $-\pi$.

The numerical check applies this procedure to a random Hermitian matrix with a perturbation of rank 3, where it reproduces direct level counts up to 3, and to the chain. It also tests (3) on a ring for both signs of $U$. For the attractive impurity at $kT=0.1$ eV, with the chemical potential at $E_F$, the trace and the integral both give 0.228802.

## Calculated quantities

```
hopping t = 1.00 eV
impurity potential U = -1.50 eV
Fermi energy = -1.00 eV
site spacing = 2.50 angstrom
k_F times spacing = 1.04720 rad
v_F = 2t sin k_F = 1.73205 eV
phase shift at E_F = 0.71372 rad
Friedel: DeltaN = delta/pi = 0.22719 states per spin
displaced charge, both spins = 0.45437 electrons
split-off level = -2.50000 eV
split-off level = -0.091873 hartree
band part of DeltaN up to E_F = -0.27281 states per spin
charge in |n| <= 0 = 0.36369 electrons per spin
charge in |n| <= 1 = 0.19620 electrons per spin
charge in |n| <= 5 = 0.21822 electrons per spin
charge in |n| <= 20 = 0.22513 electrons per spin
charge in |n| <= 100 = 0.22640 electrons per spin
predicted remainder at M = 100: -0.000780 electrons per spin
charge averaged over 3 windows = 0.22719 electrons per spin
Delta n at site 60, inversion = 0.001319 per spin
Delta n at site 60, asymptotic = 0.001313 per spin
oscillation wavelength = 7.500 angstrom
thermal smearing kT = 0.10 eV
thermal trace on ring = 0.228802 states per spin
thermal Krein integral = 0.228802 states per spin
ring size = 600 sites
even ring level nearest E_F = -1.00412 eV
its shift / even-level spacing = 0.22740 (in k)
transmission at E_F = 0.57143
excess valence to screen = 0.50 electrons
potential required = -1.73205 eV
charge found with it = 0.50000 electrons, both spins
pair separation = 7.50 angstrom
pair bound levels = -2.59662, -2.35426 eV
pair DeltaN at E_F = 0.33333 states per spin
pair multiple-scattering part = -0.12104 states per spin
pair charge by inversion = 0.33334 electrons per spin
test energy below band = -2.10 eV
pair levels counted below it = 2
continuous logarithm gives = 2.00000
principal logarithm gives = 0.00000
largest count in random-matrix test = 3
```
